\section*{Heat-field dynamics and the Green-Kubo thermal conductivity}

Consider a ring of $N$ atoms of mass $m$ and spacing $a$, with displacements $u_i$ along the ring. Springs of stiffness $K$ join neighbours, and a harmonic cage of stiffness $k_0$ holds each atom to its site. Give each atom half the energy of its two bonds:
\begin{equation}
e_i=\tfrac12 mv_i^2+\tfrac12k_0u_i^2+\tfrac14K(u_{i+1}-u_i)^2+\tfrac14K(u_i-u_{i-1})^2 .
\end{equation}
Differentiate and insert $m\dot v_i=K(u_{i+1}-u_i)-K(u_i-u_{i-1})-k_0u_i$. The cage terms cancel, and each bond term combines with half of its own force:
\begin{equation}
\dot e_i=\tfrac12K(u_{i+1}-u_i)(v_i+v_{i+1})-\tfrac12K(u_i-u_{i-1})(v_{i-1}+v_i).
\end{equation}
This has the form $\dot e_i=j_{i-1}-j_i$, where $j_i=-\frac12K(u_{i+1}-u_i)(v_i+v_{i+1})$ is the energy passing from $i$ to $i+1$ per unit time. Each transfer covers a distance $a$, so the volume-integrated heat current is
\begin{equation}
J=a\sum_ij_i=\sum_iv_iD_i,\qquad D_i=-\tfrac12aK(u_{i+1}-u_{i-1}),
\label{eq:lattice}
\end{equation}
after collecting the two bonds that multiply each $v_i$. An anharmonic cage changes neither $j_i$ nor $D_i$, since its energy stays on the site.

Now add to atom $i$ the force $D_iF$, with $F$ a constant inverse length. It does work at the rate $\sum_iv_iD_iF=JF$. For a wave $u_i\propto e^{i(qx_i-\Omega t)}$ the difference $u_{i+1}-u_{i-1}$ is $2i\sin(qa)\,u_i$, and the equation of motion gives
\begin{equation}
\Omega^2=\omega^2+\frac{iaKF}{m}\sin qa,\qquad \omega^2=\frac{k_0+2K(1-\cos qa)}{m}.
\end{equation}
The group velocity is $v_q=d\omega/dq=aK\sin(qa)/(m\omega)$, so to first order in $F$
\begin{equation}
\Omega=\omega+\tfrac{i}{2}Fv_q .
\end{equation}
The amplitude varies as $e^{Fv_qt/2}$ and the energy as $e^{Fv_qt}$. Waves travelling along $+F$ gain energy and the others lose it, equally everywhere on the ring.

Suppose that scattering returns each wave energy $E_q$ to its classical value $k_BT$ in a time $\tau_q$. Then
\begin{equation}
\dot E_q=Fv_qE_q-\frac{E_q-k_BT}{\tau_q}=0
\quad\Rightarrow\quad
E_q=\frac{k_BT}{1-Fv_q\tau_q}.
\label{eq:relax}
\end{equation}
Since $\sum_qv_q=0$, the current $J=\sum_qv_qE_q$ is $k_BTF\sum_qv_q^2\tau_q$ to first order. A real temperature gradient would replace the source $Fv_qE_q$ by $-v_q\,\partial_xE_q=-v_qk_B\,\partial_xT$. The two sources agree to first order if
\begin{equation}
F=-\frac1T\frac{\partial T}{\partial x},
\label{eq:map}
\end{equation}
so Fourier's law $J/V=-\kappa\,\partial_xT$ becomes $\kappa=J/(VTF)=(k_B/V)\sum_qv_q^2\tau_q$. Equilibrium fluctuations give the same number. Independent thermal waves have energy variance $(k_BT)^2$, hence $\langle J(s)J(0)\rangle=(k_BT)^2\sum_qv_q^2e^{-s/\tau_q}$, and the time integral divided by $Vk_BT^2$ is again $(k_B/V)\sum_qv_q^2\tau_q$. Equation~(\ref{eq:relax}) also shows a limit of the method: the response is linear only if $|Fv_q|\tau_q\ll1$, that is, if the field is small on the scale of an inverse mean free path.

The agreement does not depend on waves or relaxation times. Take $N$ identical classical particles in a periodic cell of volume $V$, with total momentum $\mathbf P=0$ and $H=\sum_ie_i$, $e_i=p_i^2/2m+U_i$. The site energies $U_i$ may be many-body functions of short range. The force on $i$ is $\mathbf F_i=-\sum_j\partial U_j/\partial\mathbf r_i$, so
\begin{equation}
\dot e_i=-\sum_j\frac{\partial U_j}{\partial\mathbf r_i}\cdot\mathbf v_i+\sum_j\frac{\partial U_i}{\partial\mathbf r_j}\cdot\mathbf v_j .
\end{equation}
The current is the rate of change of the energy moment $\sum_i\mathbf r_ie_i$. Exchanging the names $i$ and $j$ in the second sum gives
\begin{equation}
\mathbf J=\sum_i\mathbf v_ie_i-\sum_{ij}\mathbf r_{ij}\Big(\frac{\partial U_j}{\partial\mathbf r_i}\cdot\mathbf v_i\Big),\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j .
\label{eq:J}
\end{equation}
In a periodic cell the moment itself is not single-valued, but (\ref{eq:J}) is, with $\mathbf r_{ij}$ the nearest-image vector.

Every term of (\ref{eq:J}) contains one factor $\mathbf v_i$ that can be split off. This fixes a force whose power is $\mathbf J\cdot\mathbf F_e$:
\begin{equation}
\dot{\mathbf p}_i=\mathbf F_i+\mathbf G_i-\frac1N\sum_j\mathbf G_j,\qquad
\mathbf G_i=e_i\mathbf F_e-\sum_j\frac{\partial U_j}{\partial\mathbf r_i}(\mathbf r_{ij}\cdot\mathbf F_e),
\label{eq:eom}
\end{equation}
with $\dot{\mathbf r}_i=\mathbf p_i/m$. For pair forces this is Evans's heat-field dynamics. Subtracting the mean conserves $\mathbf P$ and costs no power, because $\sum_i\mathbf v_i=0$. Therefore $\dot H=\sum_i\mathbf v_i\cdot\mathbf G_i=\mathbf J\cdot\mathbf F_e$.

These equations do not come from a Hamiltonian, so the conservation of phase-space volume must be examined. In $\mathbf G_i$ the momentum appears only through $e_i$, with $\partial e_i/\partial\mathbf p_i=\mathbf v_i$. The subtracted mean contributes $1/N$ of the same quantity. The divergence of the flow, called the compression below although a positive value means expansion, is therefore
\begin{equation}
\Lambda=\sum_i\frac{\partial}{\partial\mathbf p_i}\cdot\dot{\mathbf p}_i=\Big(1-\frac1N\Big)\mathbf F_e\cdot\sum_i\mathbf v_i=0 .
\end{equation}
The last step needs equal masses, for which $\sum_i\mathbf v_i=\mathbf P/m$. In a mixture $\mathbf P=0$ does not imply $\sum_i\mathbf v_i=0$, and the drive needs separate treatment. For six atoms with a many-body potential, in reduced units and with $\mathbf F_e=(0.3,-0.2,0.5)$, numerical differentiation gives a work rate of $1.327232$, equal to $\mathbf J\cdot\mathbf F_e$, and a compression of $4\times10^{-12}$ at $\mathbf P=0$. Adding a common velocity $(0.4,0.1,0.2)$ raises it to $1.0000$, as expected from $\frac56\times6\times0.2$.

Let the field, along $x$, be switched on at $t=0$ in a canonical ensemble $f_0\propto\delta(\mathbf P)e^{-\beta H}$, $\beta=1/k_BT$. Write $\Gamma_s$ for the phase point reached from $\Gamma$ after time $s$ under the driven equations, and $J$, $F$ for the $x$ components. Since $\Lambda=0$, the density is constant along the flow, $f(\Gamma,t)=f_0(\Gamma_{-t})$. The energy difference between $\Gamma$ and $\Gamma_{-t}$ is the work done in between, so
\begin{equation}
f(\Gamma,t)=f_0(\Gamma)\exp\Big[\beta F\int_{-t}^0J(\Gamma_s)\,ds\Big].
\label{eq:f}
\end{equation}
Its time derivative is $\partial_tf=\beta FJ(\Gamma_{-t})f(\Gamma,t)$. Multiply by $J(\Gamma)$, integrate, and use $\Gamma'=\Gamma_{-t}$ as the variable. Conservation of probability gives $f(\Gamma,t)\,d\Gamma=f_0(\Gamma')\,d\Gamma'$, hence
\begin{equation}
\frac{d}{dt}\langle J(t)\rangle_F=\beta F\int J(\Gamma'_t)J(\Gamma')f_0(\Gamma')\,d\Gamma'.
\end{equation}
At $t=0$ the mean current vanishes, because $J$ is odd and $f_0$ even under reversal of all momenta. Integration yields
\begin{equation}
\langle J(t)\rangle_F=\frac{F}{k_BT}\int_0^t\langle J(s)J(0)\rangle\,ds,
\label{eq:ttcf}
\end{equation}
where the average is over the initial ensemble and $J(s)$ evolves with the field on. No expansion in $F$ has been made, but the driven trajectories must exist up to time $t$. For the ring drive, linear in the displacements, they do. The force $e_i\mathbf F_e$ of (\ref{eq:eom}) is quadratic in the momentum and, without a thermostat, sends a fast atom to infinite speed in a time of order $2m/(Fp)$. At finite $F$ the relation then holds only apart from such atoms, whose Boltzmann weight vanishes faster than any power of $F$. The prefactor is already of first order, so in linear response $J(s)$ may be evolved without the field. Dividing by $VTF$,
\begin{equation}
\lim_{F\to0}\frac{\langle J(t)\rangle_F}{VTF}=\frac1{Vk_BT^2}\int_0^t\langle J(s)J(0)\rangle_0\,ds .
\label{eq:main}
\end{equation}

The same steps hold for the ring with the drive $D_iF$: since $D_i$ contains no momenta, $\Lambda=0$ for any total momentum, and the factor $\delta(\mathbf P)$ is not needed.

The right-hand side tends to the Fourier conductivity, as the decay of energy fluctuations shows. Take a solid in which energy is the only slow conserved density. Its Fourier component $\varepsilon_k$ obeys $\dot\varepsilon_k=-ikJ_k$. The correlation $S(t)=\langle\varepsilon_k(t)\varepsilon_k^*(0)\rangle$ then satisfies $\ddot S=-k^2\langle J_k(t)J_k^*(0)\rangle$. As $S$ is even in time, $\dot S(0)=0$ and
\begin{equation}
\dot S(t)=-k^2\int_0^t\langle J_k(s)J_k^*(0)\rangle\,ds .
\end{equation}
With heat capacity $c$ per volume, Fourier's law makes $\varepsilon_k$ decay at the rate $\kappa k^2/c$, and $S(0)=Vk_BT^2c$ at small $k$. For times long compared with the current's memory but short compared with $c/(\kappa k^2)$ this gives $\dot S=-k^2Vk_BT^2\kappa$. Comparing the two expressions as $k\to0$,
\begin{equation}
\kappa=\frac1{Vk_BT^2}\int_0^\infty\langle J(s)J(0)\rangle_0\,ds,
\label{eq:gk}
\end{equation}
the Green-Kubo formula. The limits are ordered: $F\to0$ at fixed $t$, then a large system, then large $t$. The integral must converge, which can fail in one-dimensional chains that conserve momentum; the cage used here removes that conservation law. An anharmonic term is needed too, because in a purely harmonic ring the waves never scatter and the current correlation does not decay.

Neither hot and cold reservoirs nor a temperature gradient entered (\ref{eq:main}), and no thermostat either. The work rate is $\langle J\rangle F=\kappa VTF^2$, of second order, so heating does not affect the linear response at fixed time. It does accumulate, however, and a lasting steady state needs a sink. A homogeneous one suffices. For a drive $D_iF$ independent of momentum, as in (\ref{eq:lattice}), let $f_i$ be the natural force and set
\begin{equation}
\dot p_i=f_i+D_iF-\alpha p_i,\qquad \alpha=\frac{\sum_iv_i(f_i+D_iF)}{2K_{\rm kin}},\qquad K_{\rm kin}=\sum_i\frac{p_i^2}{2m},
\end{equation}
which keeps $K_{\rm kin}$ at its initial value $K_0$. With $g$ momentum components the compression is $-g\alpha-\sum_ip_i\,\partial\alpha/\partial p_i$. Because $\alpha$ is homogeneous of degree $-1$ in the momenta, the last sum is $-\alpha$, and $\Lambda=-(g-1)\alpha$.

Start from $f_0\propto\delta(K_{\rm kin}-K_0)e^{-\beta U}$. The density now grows along the flow as $d\ln f/dt=(g-1)\alpha$, while $\dot U=-\sum_iv_if_i$. The integrand in the exponent of (\ref{eq:f}) becomes
\begin{equation}
(g-1)\alpha-\beta\sum_iv_if_i=\beta\Big(2K_0\alpha-\sum_iv_if_i\Big)=\beta JF,\qquad \beta=\frac{g-1}{2K_0}.
\end{equation}
The choice of $\beta$ gives the first equality and the definition of $\alpha$ the second. Equation (\ref{eq:ttcf}) follows as before, with thermostatted evolution. For twelve atoms at $F=1$~nm$^{-1}$ the left side, differentiated numerically, and $\beta JF$ are both $0.12037$~ps$^{-1}$. The convective force $e_i\mathbf F_e$ of (\ref{eq:eom}) adds to $\alpha$ a part of degree $+1$, for which $g-1$ is replaced by $g+1$ (with $g=3(N-1)$ on the plane $\mathbf P=0$), a relative change of order $1/N$. That field-free thermostatted and Newtonian correlations agree in a large system is assumed here.

For numbers, take a ring with $N=64$, $m=209$~u, $a=0.33$~nm, $K=150$~eV/nm$^2$, $k_0=50$~eV/nm$^2$ and an added cage energy $\frac14\gamma u^4$ with $\gamma=8\times10^5$~eV/nm$^4$. A row occupies $0.11$~nm$^2$, so $V=64\times0.33\times0.11=2.32$~nm$^3$. The temperature is 300~K, and 400 independent rings are averaged. Without the quartic term, at $F=0.04$~nm$^{-1}$, the fastest amplitude growth found from the eigenvalues of the equations of motion is $0.0413$~ps$^{-1}$, equal to $Fv_q/2$ for a largest group velocity of $2.07$~nm/ps.

With the quartic term, (\ref{eq:main}) can be compared time by time. The driven values come from pairs of runs with $\pm0.04$~nm$^{-1}$, without thermostat, started from states of the equilibrium runs. In W/(m\,K), with standard errors:
\begin{center}
\begin{tabular}{ccc}
$t$ (ps) & fluctuations & driven\\
0.5 & $0.229\pm0.004$ & $0.230\pm0.001$\\
1 & $0.414\pm0.007$ & $0.416\pm0.001$\\
2 & $0.683\pm0.011$ & $0.687\pm0.002$\\
3 & $0.862\pm0.015$ & $0.867\pm0.004$
\end{tabular}
\end{center}
The two sides differ by less than 1\% of the fluctuation value. The fluctuation integral continues to $1.06$ at 5~ps, $1.18$ at 10~ps and $1.19\pm0.04$ at 15~ps, which is taken as the Green-Kubo conductivity. A longer sample gives $1.25\pm0.03$ at 15~ps and $1.26\pm0.04$ at 20~ps, so this value, and the lifetime and mean free path derived from it below, are uncertain by about 5\%. Dividing the integral of the correlation function by its initial value gives a current lifetime $\tau=2.40$~ps. The initial value, written as $N(k_BT)^2\bar v^2$, gives $\bar v=1.14$~nm/ps. By construction these two numbers reproduce the conductivity, and they also give a mean free path:
\begin{equation}
\kappa=\frac{k_B\bar v^2\tau}{0.33\times0.11\ {\rm nm^2}\cdot{\rm nm}}\approx1.19\ {\rm W/(m\,K)},\qquad \lambda=\bar v\tau=2.74\ {\rm nm},
\end{equation}
so $F\lambda=0.11$ at the weak field.

The thermostatted steady state at the same field gives $1.32\pm0.02$~W/(m\,K). This is 10\% above the Green-Kubo value, or 2.6 combined standard errors. At $0.12$~nm$^{-1}$, where $F\lambda=0.33$, it is $1.25\pm0.01$. The two steady values differ by about 3.3 combined standard errors, and these two runs alone do not separate sampling noise from effects of the field, the thermostat, the ring size or the end of the fluctuation integral at 15~ps. The thermostatted value is not converged in size: a ring of 512 atoms at the weak field gives $1.27\pm0.02$, lower by about $0.06$ and closer to the Green-Kubo value. The averages also tend to rise, by some $0.05$, from the first to the second half of a run. With 64 atoms the steady-state route is therefore confirmed to about 10\%, less sharply than the transient one.

The energy balance is closer. In the weak-field steady state the work is
\begin{equation}
JF=\kappa VTF^2=9.16\times10^{-3}\ {\rm eV/ps}
\end{equation}
per ring, the thermostat removes $9.23\times10^{-3}$~eV/ps, and the stored energy falls by $0.06\times10^{-3}$~eV/ps, which accounts for the difference. Without a thermostat, this work would heat the ring by about 1.7~K/ps if each atom had a heat capacity $k_B$; the quartic cage lowers it to $0.88\,k_B$, which gives 1.9~K/ps. By (\ref{eq:map}) the field corresponds to a gradient of magnitude $TF=12$~K/nm, which across the 21~nm ring would be 250~K. The fitted slope of the site temperatures is $-0.23$~K/nm, 2\% of that. Since the equations and the initial ensemble are unchanged by a shift along the ring, the mean profile is flat, and this slope is sampling noise, whose expected scatter for runs of this size is about $0.09$~K/nm.

At $F=2$~nm$^{-1}$, where $F\lambda=5.5$, the ratio $J/(VTF)$ falls to $0.24$~W/(m\,K). Linear response would require $J/(Nk_BT)=F\bar v^2\tau=6.3$~nm/ps: an energy $k_BT$ per atom moving three times faster than the fastest harmonic wave. The measured current corresponds to $1.3$~nm/ps. A single strong field does not show how the current varies beyond the linear range.

The mass is that of bismuth, and the band top is roughly that of the metal: the harmonic dispersion gives 2.8~THz, and replacing $k_0$ by the thermally stiffened $k_0+3\gamma\langle u^2\rangle$ raises the estimate to 3.1~THz. The quartic constant was chosen to give a mean free path of a few nanometres, so the 1.2~W/(m\,K) is not a prediction, though the lattice part in bismuth is, roughly, also a few W/(m\,K). The heavy mass favours classical dynamics: at the band top $\hbar\omega/k_BT=0.49$, and the quantum heat capacity of such a mode is 2\% below the classical one. The effect of quantum statistics on lifetimes is not estimated. One omission that can be sized roughly is conduction by electrons. A rough resistivity of $1.2\times10^{-6}$~$\Omega$\,m and the Wiedemann-Franz law give about 6~W/(m\,K), some five times the lattice value found here. This uses the Lorenz number of a metal with strongly degenerate carriers. Bismuth is a semimetal with a small band overlap, where that number is not reliable at 300~K, so the estimate gives only the order of magnitude. Transverse motion, moving neighbour rows and the anisotropy of the crystal are also left out. Bond lengths fluctuate by 3\% of the spacing. Counting each energy at the displaced atom instead of at its site would add $\frac{d}{dt}\sum_iu_ie_i$ to $J$. This does not change the conductivity: the added correlation functions are time derivatives, and over all times they integrate to differences of end values, which vanish once the correlations have decayed. The equivalent gradient of 12~K/nm measures the strength of a computational force, not a thermal condition imposed on the material. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
temperature 300 K, atomic mass 209 u
spring 150 eV/nm^2, harmonic cage 50 eV/nm^2
quartic cage 8.0e+05 eV/nm^4
spacing 0.33 nm, area per row 0.11 nm^2
atoms per ring 64, rings 400, time step 0.01 ps
ring length 21.12 nm
cluster: work rate 1.327232, J.F 1.327232 (reduced)
cluster: compression at P=0 3.9e-12 (reduced)
cluster: compression at P not 0 1.0000 (reduced)
isokinetic dissipation: from flow 0.12037 1/ps
isokinetic dissipation: beta*J*F 0.12037 1/ps
harmonic amplitude growth: eigenvalue 0.04131 1/ps
harmonic amplitude growth: F*v/2 0.04131 1/ps
<u^2>: dynamics 6.7643e-05 nm^2, quadrature 6.7331e-05 nm^2
running conductivity, W/(m K), with standard errors:
  t=0.5 ps: fluctuations 0.229+-0.004, driven 0.230+-0.001
  t=1.0 ps: fluctuations 0.414+-0.007, driven 0.416+-0.001
  t=2.0 ps: fluctuations 0.683+-0.011, driven 0.687+-0.002
  t=3.0 ps: fluctuations 0.862+-0.015, driven 0.867+-0.004
  t=5 ps: fluctuations 1.058+-0.022
  t=10 ps: fluctuations 1.177+-0.035
  t=15 ps: fluctuations 1.192+-0.044
Green-Kubo conductivity 1.192+-0.044 W/(m K)
steady, F=0.04 1/nm: 1.316+-0.018 W/(m K)
steady, F=0.12 1/nm: 1.245+-0.012 W/(m K)
steady, F=2.0 1/nm: 0.243+-0.000 W/(m K)
equilibrium run 120 ps per ring, steady run 80 ps per ring
work J*F 9.162e-03 eV/ps per ring, heat removed 9.226e-03 eV/ps per ring
change in stored energy -6.140e-05 eV/ps per ring
work per atom divided by kB 1.661 K/ps
equivalent gradient T*F 12.0 K/nm
measured temperature slope -0.230 K/nm
rms carrier velocity 1.142 nm/ps
current lifetime 2.40 ps, mean free path 2.74 nm
F times mean free path at F=0.04 1/nm: 0.110
F times mean free path at F=0.12 1/nm: 0.329
F times mean free path at F=2.0 1/nm: 5.487
band top 3.08 THz, hbar*omega/kT 0.493
quantum/classical heat capacity at band top 0.980
rough resistivity 1.2e-06 ohm m
electronic conductivity estimate 6.1 W/(m K)
rms bond-length change / spacing 0.029
\end{verbatim}
